# Kambe Coupling for Trimers and Butterfly Tetramers: Ground-Spin Maps and Limits

## The problem

Small clusters of exchange-coupled ions can often be modelled by a handful of spins with Heisenberg couplings. All spins here have the same length \(s\), spin operators are dimensionless, and

\[
H=\sum_{i<j}J_{ij}\,\mathbf S_i\cdot\mathbf S_j ,
\]

with each pair counted once. A positive \(J_{ij}\) is antiferromagnetic. Energies are given as wavenumbers. Two clusters are considered.

**Isosceles trimer.** Spin 2 is the apex, and spins 1 and 3 form the base:

\[
H_3=J\,\mathbf S_2\cdot(\mathbf S_1+\mathbf S_3)+J'\,\mathbf S_1\cdot\mathbf S_3 .
\]

**Butterfly tetramer.** Spins 1 and 2 form the body, and spins 3 and 4 are the wings:

\[
H_4=J(\mathbf S_1+\mathbf S_2)\cdot(\mathbf S_3+\mathbf S_4)+J'\,\mathbf S_1\cdot\mathbf S_2+K\,\mathbf S_3\cdot\mathbf S_4 .
\]

Take \(J>0\) and define \(r=J'/J\).

(a) Find all energy levels of the trimer.

(b) Find its ground-state spin as a function of \(r\), and tabulate it for \(s=5/2\).

(c) Do the same for the butterfly with \(K=0\). What does a weak \(K\) change?

(d) For \(s=5/2\), find the ground state and first gap of a trimer with \(J=20\), \(J'=30\ \mathrm{cm^{-1}}\), and of a butterfly with \(J=20\), \(J'=50\ \mathrm{cm^{-1}}\), \(K=0\).

(e) Which condition on the couplings makes a pair spin a good quantum number? What happens to the butterfly of part (d) if its wings couple to the body with 22 and 18 instead of 20 \(\mathrm{cm^{-1}}\)?

## Hints

1. The square of a sum of two spins contains their scalar product. Look for sums that already appear in \(H\).
2. For a fixed pair spin, first choose the total spin that minimizes the energy. Then compare neighbouring values of the pair spin.
3. In the trimer, treat a base spin smaller than \(s\) and one larger than \(s\) separately. For half-integer \(s\), one step crosses between the two cases.
4. In the butterfly, ask what the wings feel when the two body spins form a singlet.
5. For part (e), commute \(\mathbf S_1\cdot\mathbf S_2\) with the coupling of spins 1 and 2 to one outside spin. The scalar product is unchanged by a joint rotation of spins 1 and 2.

## Solution

### (a) Trimer levels

Let \(\mathbf L=\mathbf S_1+\mathbf S_3\) and \(\mathbf S=\mathbf L+\mathbf S_2\). Spins on different sites commute, so

\[
\mathbf L^2=\mathbf S_1^2+\mathbf S_3^2+2\,\mathbf S_1\cdot\mathbf S_3,\qquad
\mathbf S^2=\mathbf L^2+\mathbf S_2^2+2\,\mathbf S_2\cdot\mathbf L .
\]

Solving for the scalar products and inserting them in \(H_3\) leaves only \(\mathbf S^2\), \(\mathbf L^2\) and constants. These operators commute, and their eigenvalues give

\[
E(L,S)=\frac J2\big[S(S+1)-L(L+1)-s(s+1)\big]+\frac{J'}2\big[L(L+1)-2s(s+1)\big].
\]

The base spin runs over \(L=0,1,\dots,2s\), and for each \(L\) the total spin runs from \(|L-s|\) to \(L+s\) in unit steps. Each pair \((L,S)\) occurs once and contains \(2S+1\) states. The list is complete: a given \(L\) contributes \((2L+1)(2s+1)\) states, and summing over \(L\) gives \((2s+1)^3\).

### (b) Trimer ground spin

For \(J>0\) and fixed \(L\), the energy rises with \(S\), so the lowest state has \(S=|L-s|\). If \(L\le s\), then \(S=s-L\) and

\[
\begin{aligned}
S(S+1)-L(L+1)-s(s+1)
&=(s^2-2sL+L^2+s-L)-L^2-L-s^2-s\\
&=-2L(s+1).
\end{aligned}
\]

The \(J\) part of the energy is therefore \(-JL(s+1)\). The bracket is symmetric in \(L\) and \(s\), so for \(L\ge s\) it becomes \(-Js(L+1)\).

Let \(E_L\) be the lowest energy for base spin \(L\), and let \(D_L=E_L-E_{L-1}\). The base bond contributes

\[
\frac{J'}2\big[L(L+1)-(L-1)L\big]=J'L .
\]

The apex bonds give three cases:

- For \(L\le s\), they contribute \(-J(s+1)\).
- For \(L-1\ge s\), they contribute \(-Js\).
- For half-integer \(s\) and \(L=s+\tfrac12\), the step joins the two formulas:

\[
-Js\left(s+\tfrac32\right)+J\left(s-\tfrac12\right)(s+1)=-J\left(s+\tfrac12\right)=-JL .
\]

In every case \(D_L=JL(r-r_L)\), with

\[
r_L=\begin{cases}(s+1)/L,&L\le s,\\ 1,&L=s+\tfrac12,\\ s/L,&L\ge s+1.\end{cases}
\]

The first line is above 1 and the last is below 1, and both fall as \(L\) grows. The boundaries are thus strictly ordered. For \(r_{L+1}<r<r_L\), every step up to \(L\) lowers the energy and every later step raises it, so \(L\) is the ground-state value. As \(r\) rises, \(L\) passes through all values from \(2s\) down to 0.

For \(s=5/2\) the result is:

| Range of \(r\) | \(L\) | \(S\) |
|---|---|---|
| below 0.5 | 5 | 5/2 |
| 0.5 to 0.625 | 4 | 3/2 |
| 0.625 to 1 | 3 | 1/2 |
| 1 to 1.75 | 2 | 1/2 |
| 1.75 to 3.5 | 1 | 3/2 |
| above 3.5 | 0 | 5/2 |

At a boundary the two neighbouring multiplets are degenerate. The two ends of the table have the same total spin but different structure. At small \(r\) the apex holds the base spins parallel, and the apex spin opposes their sum. At large \(r\) the base is a singlet and the apex spin is left free. A measurement of \(S\) alone cannot separate these cases.

The equilateral point \(r=1\) is also invisible in \(S\) for half-integer \(s\): the base spin changes there, while \(S\) stays at 1/2. For \(s=1/2\) this is the sole boundary. For integer \(s\), the point \(r=1\) lies inside the range with \(L=s\) and \(S=0\).

The limit of large \(s\) gives a classical picture. With \(L\) of order \(s\), and 1 neglected beside them,

\[
E_L\simeq -JsL+\tfrac12J'L^2+\text{constant}.
\]

The minimum is at \(L=s/r\), provided this does not exceed the largest value \(2s\), which requires \(r\ge1/2\). The base spins then open gradually like scissors, and \(S\simeq s|1/r-1|\). The quantum steps follow this curve. One difference remains at large \(r\): the classical \(L\) never quite reaches zero, whereas the quantum base locks into a singlet above \(r=s+1\).

### (c) Butterfly levels and ground spin

Let \(\mathbf A=\mathbf S_1+\mathbf S_2\), \(\mathbf B=\mathbf S_3+\mathbf S_4\) and \(\mathbf S=\mathbf A+\mathbf B\). The wing-body term is \(J\,\mathbf A\cdot\mathbf B\), so the same substitution gives

\[
\begin{aligned}
E(A,B,S)={}&\frac J2\big[S(S+1)-A(A+1)-B(B+1)\big]\\
&+\frac{J'}2\big[A(A+1)-2s(s+1)\big]+\frac K2\big[B(B+1)-2s(s+1)\big].
\end{aligned}
\]

Both \(A\) and \(B\) run from 0 to \(2s\), and \(S\) runs from \(|A-B|\) to \(A+B\).

Set \(K=0\). The lowest \(S\) is again \(|A-B|\). The algebra of part (b), with \(s\) replaced by \(B\) and \(L\) by \(A\), gives the \(J\) part as \(-JA(B+1)\) for \(A\le B\) and \(-JB(A+1)\) for \(A\ge B\). The two expressions agree at \(A=B\), and for \(A>0\) both fall as \(B\) grows. The wings therefore take their largest spin, \(B=2s\). Since \(A\le2s\), the total spin is \(S=2s-A\), and

\[
E_A=-JA(2s+1)+\frac{J'}2\big[A(A+1)-2s(s+1)\big].
\]

This also gives the correct energy at \(A=0\). The step from \(A-1\) to \(A\) costs

\[
E_A-E_{A-1}=-J(2s+1)+J'A,
\]

which vanishes at

\[
r_A=\frac{2s+1}{A}.
\]

These boundaries fall with \(A\), so the ordering argument of part (b) applies again. For \(s=5/2\):

| Range of \(r\) | \(A\) | \(S\) |
|---|---|---|
| below 1.2 | 5 | 0 |
| 1.2 to 1.5 | 4 | 1 |
| 1.5 to 2 | 3 | 2 |
| 2 to 3 | 2 | 3 |
| 3 to 6 | 1 | 4 |
| above 6 | 0 | 0 to 5, degenerate |

The intermediate spins come from a competition. The wings favour parallel body spins, because each body spin wants to oppose the same wings. The body bond \(J'\) favours antiparallel body spins. As \(J'\) grows, the body spin shrinks one unit at a time and cancels less of the wing spin.

The last row is different in kind. When the body is a singlet, \(A=0\) and \(\mathbf A\cdot\mathbf B\) gives zero. The wings are then free, \(S=B\) takes every value from 0 to \(2s\), and all \((2s+1)^2\) wing states have the same energy. The level formula is still exact for the model, but the question "what is the ground spin?" no longer has a single answer.

A wing-wing coupling supplies one. Within the \(A=0\) space it adds \(KB(B+1)/2\), apart from a constant. A weak positive \(K\) selects \(S=0\), and a weak negative \(K\) selects \(S=2s\). For \(r>2s+1\) this holds for any size of \(K\): at \(K=0\) every state with \(A>0\) lies above the \(A=0\) level, and the \(K\) term, which depends only on \(B\), is already at its minimum in the selected \(A=0\) state. The size of \(K\) matters for the rest of the table. For \(A\ge1\), the step from \(B-1\) to \(B\) costs at most \(-JA+KB\), so \(B=2s\) remains best when \(K<J/(2s)\). Then \(K\) adds the same constant to all rows with \(A>0\), and the boundaries between them do not move. For negative \(K\) the last boundary also stays at \(2s+1\), since both sides have \(B=2s\). For positive \(K\) it compares \((A,B)=(1,2s)\) with \((0,0)\). Their difference \(-J(2s+1)+J'+Ks(2s+1)\) vanishes at \(r=(2s+1)(1-sK/J)\), so this boundary moves down. In this region the sign of a small coupling decides between no moment and a large one, so leaving \(K\) out of the model is not harmless.

### (d) Two clusters with \(s=5/2\)

Here \(s(s+1)=8.75\), so \(2s(s+1)=17.5\). All energies below are in \(\mathrm{cm^{-1}}\).

For the trimer, \(r=1.5\) lies between 1 and 1.75, so \(L=2\) and \(S=1/2\):

\[
E=-20\times2\times3.5+15\,(6-17.5)=-140-172.5=-312.5 .
\]

The next level has \(L=1\) and \(S=3/2\):

\[
E=-20\times3.5+15\,(2-17.5)=-70-232.5=-302.5 .
\]

The first gap is \(10\ \mathrm{cm^{-1}}\), or 14.39 K. The step formula gives it directly: \(|D_2|=2\times20\times(1.75-1.5)=10\). This gap closes at the boundary \(r=1.75\). At the other end of the \(L=2\) range, the gap is \(D_3=3J(r-1)\), which closes at \(r=1\). The two expressions cross at \(r=1.3\), where the gap reaches its largest value in this range, \(0.9J\). It therefore stays below both couplings throughout the range.

Two further levels coincide at \(-282.5\). One is \((L,S)=(3,\tfrac12)\), which lies \(D_3=3(J'-J)=30\) above the ground state. The other is \((2,\tfrac32)\), which lies \(\tfrac J2(3.75-0.75)=\tfrac32J=30\) above it. The two are equal because \(J'=\tfrac32J\) was chosen, not because of a symmetry of the trimer.

For the butterfly, \(r=2.5\) lies between 2 and 3, so \(A=2\), \(B=5\) and \(S=3\):

\[
E=-20\times2\times6+25\,(6-17.5)=-240-287.5=-527.5 .
\]

Its neighbours in \(A\) are

\[
\begin{aligned}
A=1,\ S=4:&\quad -120+25\,(2-17.5)=-507.5,\\
A=3,\ S=2:&\quad -360+25\,(12-17.5)=-497.5 .
\end{aligned}
\]

The first gap is \(20\ \mathrm{cm^{-1}}\), or 28.78 K, and the first excited state has a larger spin than the ground state. Diagonalization of both Hamiltonians, built from spin matrices, reproduces these levels; the values are in the numerical output.

### (e) Where the method stops

The method needs the pair spins to be conserved. Consider \(\mathbf S_{12}=\mathbf S_1+\mathbf S_2\) in a general Heisenberg cluster. Since \(\mathbf S_{12}^2=2s(s+1)+2\,\mathbf S_1\cdot\mathbf S_2\), the commutator of \(\mathbf S_1\cdot\mathbf S_2\) with \(H\) is needed. Bonds that do not touch spins 1 and 2 commute with it, and so does the bond between them. There remain the bonds to each outside spin \(w\). With \([S_1^a,S_1^b]=i\sum_c\epsilon_{abc}S_1^c\),

\[
[\mathbf S_1\cdot\mathbf S_2,\mathbf S_1\cdot\mathbf S_w]
=\sum_{ab}[S_1^a,S_1^b]\,S_2^aS_w^b
=i\,\mathbf S_1\cdot(\mathbf S_2\times\mathbf S_w).
\]

The scalar product \(\mathbf S_1\cdot\mathbf S_2\) commutes with every component of \(\mathbf S_1+\mathbf S_2\), which generates joint rotations of the two spins. The commutator with \(\mathbf S_2\cdot\mathbf S_w\) is therefore the negative of the one above. Adding the bonds with their couplings gives

\[
[\mathbf S_{12}^2,H]=2i\sum_w(J_{1w}-J_{2w})\,\mathbf S_1\cdot(\mathbf S_2\times\mathbf S_w).
\]

Terms with different \(w\) act on different outside spins and cannot cancel. The pair spin is conserved if and only if both members of the pair couple equally to each outside spin.

For the trimer this means equal legs. For the butterfly, conservation of \(A\) requires \(J_{13}=J_{23}\) and \(J_{14}=J_{24}\). Conservation of \(B\) requires \(J_{13}=J_{14}\) and \(J_{23}=J_{24}\). Together they make all four wing-body couplings equal.

Now let wing 3 couple to both body spins with \(J+\delta\) and wing 4 with \(J-\delta\), where \(\delta=2\ \mathrm{cm^{-1}}\). The body spin survives and the wing spin does not. The added term is

\[
V=\delta\,\mathbf A\cdot(\mathbf S_3-\mathbf S_4),
\]

which changes sign when the wings are exchanged. Call the pair-spin coupling of parts (a) and (c) the Kambe scheme, and its levels for equal couplings the Kambe levels. The Kambe ground multiplet is not degenerate with any other, so each of its states is even or odd under this exchange, and \(\langle V\rangle=0\). There is no first-order shift. By the variational principle, the true ground energy cannot lie above the Kambe value for the mean coupling.

Diagonalization gives \(-527.79\) against \(-527.50\ \mathrm{cm^{-1}}\), a shift of \(-0.29\ \mathrm{cm^{-1}}\), or about 1.5% of the first gap. The ground state keeps \(S=3\) and \(A=2\). The mean of \(\mathbf B^2\) is 29.97 instead of 30, with a variance of 0.30, so \(B\) is no longer sharp. The Kambe energy remains a good approximation here, but it is no longer an exact level.

Terms outside the Heisenberg form can also break the scheme. Take a single-ion anisotropy \(D\sum_i(S_i^z)^2\) with \(D\neq0\). For \(s=1/2\) it is a constant. For \(s\ge1\), consider a pair with total \(z\) component \(2s-2\). The states symmetric under exchange are built from \(|s-1,s-1\rangle\) and \(|s,s-2\rangle+|s-2,s\rangle\). On these, the anisotropy of the pair takes the values \(2D(s-1)^2\) and \(D[s^2+(s-2)^2]\), which differ by \(2D\). The state with pair spin \(2s\), obtained by lowering \(|s,s\rangle\) twice, contains both. It is therefore not an eigenstate of the anisotropy, which mixes it with pair spin \(2s-2\).

## Variation 1: ferromagnetic \(J\)

*How do the maps change for \(J<0\), with \(r=J'/|J|\)?*

The largest \(S\) is now lowest for fixed pair spins. In the trimer \(S=L+s\), and

\[
(L+s)(L+s+1)-L(L+1)-s(s+1)=2Ls .
\]

The \(J\) part is \(-|J|Ls\), and the step in \(L\) costs \(-|J|s+J'L\). One formula now covers all boundaries: \(r_L=s/L\). For \(s=5/2\) they lie at 0.5, 0.625, 0.833, 1.25 and 2.5, and \(S\) falls from 15/2 to 5/2 in unit steps.

In the butterfly with \(K=0\), the \(J\) part is \(-|J|AB\). For \(A>0\) this again selects \(B=2s\), so \(S=2s+A\) and \(r_A=2s/A\). For \(s=5/2\) the boundaries are 1, 1.25, 1.67, 2.5 and 5. The spin takes the values 10, 9, 8, 7 and 6, and above the last boundary the free wings again give \(S=0\) to 5.

Reversing the sign of \(J\) in the butterfly of part (d) puts it at \(r=2.5\), on a boundary, where \(S=7\) and \(S=6\) are degenerate.

## Variation 2: a trimer with three different couplings

*For half-integer \(s\), find the \(S=1/2\) energies of a scalene trimer. How large is the error of averaging unequal legs?*

No pair spin is conserved, but \(S\) still is. The value \(S=1/2\) arises from \(L=s\pm\tfrac12\), so for each \(z\) component the space has two dimensions. In it the three products \(\mathbf S_i\cdot\mathbf S_j\) add up to

\[
\tfrac12\left[\tfrac34-3s(s+1)\right]=3c,\qquad c=\tfrac18-\tfrac12s(s+1).
\]

Permuting the spins turns the products into one another, so they share the same two eigenvalues, with mean \(c\). Their difference is

\[
\tfrac12\left[\left(s+\tfrac12\right)\left(s+\tfrac32\right)-\left(s-\tfrac12\right)\left(s+\tfrac12\right)\right]=s+\tfrac12 .
\]

Each product is thus \(c+\tfrac12(s+\tfrac12)\,\mathbf n\cdot\boldsymbol\sigma\), with Pauli matrices \(\boldsymbol\sigma\) and a unit vector \(\mathbf n\). The three unit vectors add to zero. Squaring \(\mathbf n_1+\mathbf n_2=-\mathbf n_3\) gives \(\mathbf n_1\cdot\mathbf n_2=-\tfrac12\), and likewise for the other pairs. The length \(R\) of the sum of the vectors weighted by the couplings then gives

\[
\begin{aligned}
E_\pm&=c\,(J_{12}+J_{23}+J_{13})\pm\tfrac12\left(s+\tfrac12\right)R,\\
R^2&=J_{12}^2+J_{23}^2+J_{13}^2-J_{12}J_{23}-J_{23}J_{13}-J_{12}J_{13}.
\end{aligned}
\]

So the failure of Kambe's scheme does not rule out a closed form. For legs \(J\pm\delta\) and base \(J'\), \(R^2=(J-J')^2+3\delta^2\).

With \(s=5/2\), \(J=20\), \(J'=30\) and \(\delta=2\ \mathrm{cm^{-1}}\), one has \(c=-4.25\) and \(R=10.583\ \mathrm{cm^{-1}}\), so

\[
E_-=-4.25\times70-1.5\times10.583=-313.37\ \mathrm{cm^{-1}} .
\]

Full diagonalization confirms that this is the ground state. The averaged Kambe energy is \(-312.50\), so the shift is \(-0.87\ \mathrm{cm^{-1}}\), about 9% of the first gap. The ground state still has 97% weight on \(L=2\).

Away from \(J=J'\), expanding the root for small \(\delta\) gives a shift proportional to \(\delta^2\). At \(J=J'\), however, \(R=\sqrt3\,|\delta|\), and the two doublets, degenerate in the equilateral trimer, split linearly. The splitting is \(10.39\ \mathrm{cm^{-1}}\) for \(\delta=2\) and \(5.20\ \mathrm{cm^{-1}}\) for \(\delta=1\ \mathrm{cm^{-1}}\). For the \(S=1/2\) doublets, averaging the legs is therefore least reliable near the equilateral point, where a small distortion already decides how the base spins are combined. This statement is limited to the doublets. Where the ground state has a larger spin, the quadratic shift can be the greater one: for \(s=5/2\), \(J=20\) and \(\delta=2\ \mathrm{cm^{-1}}\), the ground energy falls by about \(7\ \mathrm{cm^{-1}}\) at \(r=3.5\), against half the splitting, \(5.2\ \mathrm{cm^{-1}}\), at \(r=1\).

## Computed results

```
Boundaries in J'/|J| (dimensionless)
s=0.5 J>0 trimer boundaries: 1.0000
  ground S, rising ratio: 0.5 0.5
s=0.5 J>0 butterfly boundaries: 2.0000
  ground S, rising ratio: 0, then 0..1 degenerate
s=0.5 J<0 trimer boundaries: 0.5000
  ground S, rising ratio: 1.5 0.5
s=0.5 J<0 butterfly boundaries: 1.0000
  ground S, rising ratio: 2, then 0..1 degenerate
s=2.5 J>0 trimer boundaries: 0.5000 0.6250 1.0000 1.7500 3.5000
  ground S, rising ratio: 2.5 1.5 0.5 0.5 1.5 2.5
s=2.5 J>0 butterfly boundaries: 1.2000 1.5000 2.0000 3.0000 6.0000
  ground S, rising ratio: 0 1 2 3 4, then 0..5 degenerate
s=2.5 J<0 trimer boundaries: 0.5000 0.6250 0.8333 1.2500 2.5000
  ground S, rising ratio: 7.5 6.5 5.5 4.5 3.5 2.5
s=2.5 J<0 butterfly boundaries: 1.0000 1.2500 1.6667 2.5000 5.0000
  ground S, rising ratio: 10 9 8 7 6, then 0..5 degenerate
Example: s = 2.5, 1 cm^-1 = 1.43878 K
Trimer J = 20, J' = 30 cm^-1, ratio 1.50
  E = -312.50 cm^-1, S = 0.5, L = 2
  E = -302.50 cm^-1, S = 1.5, L = 1
  E = -282.50 cm^-1, S = 0.5, L = 3
  E = -282.50 cm^-1, S = 1.5, L = 2
  first gap = 10.00 cm^-1 = 14.39 K
Butterfly J = 20, J' = 50 cm^-1, ratio 2.50
  E = -527.50 cm^-1, S = 3, A = 2, B = 5
  E = -507.50 cm^-1, S = 4, A = 1, B = 5
  E = -497.50 cm^-1, S = 2, A = 3, B = 5
  E = -487.50 cm^-1, S = 2, A = 2, B = 4
  first gap = 20.00 cm^-1 = 28.78 K
Trimer legs J +- delta, delta = 2 cm^-1
  root R = 10.5830 cm^-1
  diagonalized ground E = -313.3745 cm^-1
  Kambe with mean J     = -312.5000 cm^-1
  shift = -0.8745 cm^-1
  weight of L=2 in ground state = 0.9725
  at J'=J: doublet splitting = 10.3923 cm^-1
  same with delta halved     = 5.1962 cm^-1
Butterfly wings J +- delta, delta = 2 cm^-1
  diagonalized ground E = -527.7940 cm^-1
  Kambe with mean J     = -527.5000 cm^-1
  shift = -0.2940 cm^-1
  ground S = 3, body A = 2
  mean B(B+1) = 29.9705, its variance = 0.2958
```
